# Stoner Integral of the Iron 3d Shell from All-Electron and Pseudo Densities

## Problem

An iron atom in the configuration \(3d^64s^2\) is described without relativity, with a spherical, spin-unpolarized density \(n(r)\), in the local spin-density approximation (LSDA) with the PW92 correlation energy. Its 3d radial function \(u_d(r)\) is normalized, \(\int_0^\infty u_d^2\,dr=1\), so that the density of one 3d electron is

\[
\gamma(r)=\frac{u_d(r)^2}{4\pi r^2},\qquad \int\gamma\,d^3r=1 .
\]

Let \(m=n_\uparrow-n_\downarrow\) be the spin density, \(e_{xc}(n,m)\) the exchange-correlation energy per volume, and \(f_{mm}(n)=\partial^2e_{xc}/\partial m^2\) at \(m=0\). The Stoner integral, of the form introduced by Janak, is written here for use with a density of states per spin; when the density of states of both spins together is used instead, \(I\) is defined half as large, so that the product \(NI\) is unchanged. It is

\[
I=-2\int\gamma^2 f_{mm}(n)\,d^3r .
\]

Find \(I\) and the enhancement \(S\) of the uniform spin susceptibility for a model metal in which every state at the Fermi level carries the density \(\gamma\). Take \(N=0.5\) and \(0.8\) states per eV and per spin. Then decide whether pseudo densities may be used in the integral. Atomic units are used in the formulas, and \(I\) is quoted in eV.

**The soft densities.** Inside \(r_c=2.0\) bohr the 3d and 4s functions are replaced by

\[
\tilde u_l=r^{l+1}(c_0+c_1r^2+c_2r^4),
\]

matched at \(r_c\) in value and in two derivatives. The norm of the soft function falls short of 1 by \(q_l=1-\int\tilde u_l^2dr\); a negative \(q_l\), as found here for 4s, means that it is too large. As in ultrasoft and PAW methods, a compensation charge restores the correct norm:

\[
\hat g(r)=C\left(1-\frac{r^2}{r_c^2}\right)^3\ (r<r_c),\qquad
\frac1C=4\pi r_c^3\int_0^1x^2(1-x^2)^3dx=\frac{64\pi r_c^3}{315}.
\]

The compensated shape and valence density are

\[
\tilde\gamma=\frac{\tilde u_d^2}{4\pi r^2}+q_d\hat g,\qquad
\tilde n_v=\frac{6\tilde u_d^2+2\tilde u_s^2}{4\pi r^2}+(6q_d+2q_s)\hat g .
\]

## A tempting solution

The core shells are closed and carry no spin density when \(m\) is proportional to \(\gamma\). It seems to follow that the core plays no part in a spin response. The compensated shape has the right norm, so one inserts \(\tilde\gamma\) and \(\tilde n_v\) into the integral and finds \(I=1.441\) eV. With the Stoner formula \(S=1/(1-NI)\),

\[
S=\frac1{1-0.5\times1.441}=3.58\quad(N=0.5),\qquad NI=0.8\times1.441=1.15\quad(N=0.8).
\]

The second model metal would be unstable against ferromagnetism. Both conclusions are wrong, although the Stoner formula is right within the model.

## What the integral contains

**Energy.** Without a field, \(e_{xc}\) is even in \(m\), because exchanging the two spins cannot change the energy. The linear term therefore vanishes. For the trial spin density \(m=M\gamma\), with \(M\) the moment in electrons, the second-order term is

\[
E_{xc}(M)-E_{xc}(0)=\tfrac12M^2\int\gamma^2f_{mm}(n)\,d^3r=-\tfrac14IM^2 .
\]

The spin density enters through \(\gamma^2\). The kernel, however, is taken at the total density \(n\), core included. An unpolarized core contributes nothing to \(m\), yet it changes the energy gained by polarizing the 3d electrons that share its space. This is what the tempting argument overlooks.

**Exchange kernel.** Spin scaling gives the exchange energy from the unpolarized form \(-An^{4/3}\), with \(A=\frac34(3/\pi)^{1/3}\). Since \(2n_\uparrow=n+m\) and \(2n_\downarrow=n-m\),

\[
e_x=-\frac A2\left[(n+m)^{4/3}+(n-m)^{4/3}\right].
\]

Each bracketed term has the second derivative \(\frac49n^{-2/3}\) at \(m=0\). Hence

\[
f^x_{mm}=-\frac49A\,n^{-2/3}=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}.
\]

Its magnitude falls as \(n\) grows, so leaving out core density makes the exchange part of \(I\) too large.

**Correlation kernel.** With \(\zeta=m/n\), the correlation energy per electron is \(\varepsilon_c(r_s,0)+\frac12\alpha_c(r_s)\zeta^2\) to second order, where \(r_s=(3/4\pi n)^{1/3}\). Multiplying by \(n\) and differentiating twice gives \(f^c_{mm}=\alpha_c/n\). In PW92,

\[
\alpha_c=2a(1+a_1r_s)\ln\left[1+\frac1{2a(b_1r_s^{1/2}+b_2r_s+b_3r_s^{3/2}+b_4r_s^2)}\right],
\]

with \(a=0.016887\), \(a_1=0.11125\) and \((b_1,b_2,b_3,b_4)=(10.357,\,3.6231,\,0.88026,\,0.49671)\). This term is positive and opposes polarization.

**Level splitting.** The factor 2 in \(I\) can be checked from the potentials. Because \(\partial m/\partial n_\uparrow=1\) and \(\partial m/\partial n_\downarrow=-1\), the xc potentials differ by \(v_\uparrow-v_\downarrow=2\,\partial e_{xc}/\partial m=2f_{mm}M\gamma\) to first order. First-order perturbation theory then gives

\[
\varepsilon_\downarrow-\varepsilon_\uparrow=-2M\int\gamma^2f_{mm}\,d^3r=IM .
\]

**Enhancement.** Let \(N\) be constant over the small energy range involved. Moving \(M/2\) electrons from down to up raises one Fermi level by \(\delta=M/(2N)\) and lowers the other by the same amount. The band-energy cost is

\[
2\int_0^\delta N\epsilon\,d\epsilon=N\delta^2=\frac{M^2}{4N}.
\]

A field that splits the spin levels by \(h=2\mu_BB\), with up favoured, adds \(-hM/2\). Setting the derivative of the total to zero gives

\[
\frac{M}{2N}-\frac{IM}{2}-\frac h2=0\quad\Longrightarrow\quad M=\frac{Nh}{1-NI}.
\]

Without the xc term the moment is \(Nh\), so \(S=1/(1-NI)\). The stationary point is a minimum if the second derivative \((1-NI)/(2N)\) is positive, that is, if \(NI<1\). For \(N\to0\) the enhancement tends to 1. As \(NI\to1\) it diverges, and beyond that point the unpolarized state is unstable in this model.

## The all-electron result

The radial functions solve

\[
-\frac12u''+\left[\frac{l(l+1)}{2r^2}-\frac{26}{r}+v_H+v_{xc}\right]u=\varepsilon u
\]

self-consistently, with \(v_H\) the Hartree potential of \(n\). Using \(d^3r=4\pi r^2dr\),

\[
I=-2\int_0^\infty\frac{u_d^4}{4\pi r^2}\,f_{mm}(n)\,dr=0.03118\ \text{Ha}=0.848\ \text{eV}.
\]

Exchange alone gives 0.994 eV, and correlation takes away 0.146 eV, about 15% of the exchange value. The enhancements are

\[
S=\frac1{1-0.5\times0.8484}=1.74,\qquad
S=\frac1{1-0.8\times0.8484}=3.11 .
\]

The unpolarized state of the second metal is therefore stable against a small moment in this model. That stability would be lost at \(N=1/I=1.18\) states per eV and per spin.

Two further calculations, made with the same atomic densities, confirm the formulas for the level splitting and the enhancement. Diagonalizing the two spin Hamiltonians at \(M=0.02\) gives a splitting per moment of 0.848 eV. Minimizing the energy at finite moment for \(N=0.5\) and \(h=0.002\) Ha \(=0.0544\) eV gives \(M=0.0473\). The unenhanced moment is \(0.5\times0.0544=0.0272\), and the ratio is again 1.74.

## Locating the fault in numbers

The tempting solution changed three things at once: it softened the shape \(\gamma\), left the core out of the kernel, and softened the valence density there. Two mixed cases isolate the first two changes:

- The compensated shape with the all-electron density gives 0.838 eV, which is 1.2% below the all-electron value.
- The all-electron shape with the all-electron valence density gives 1.671 eV, which is 97% above it.

The large error thus comes from the missing core density. The small size of the shape error, however, belongs to the chosen \(\hat g\), which supplies 72% of \(\tilde\gamma\). With the exponent 3 in \(\hat g\) replaced by 1, 2 or 4, the shape error becomes +21%, +5.5% or −3.0%, while the tempting value stays between 1.21 and 1.55 eV. The second case also confirms that the increase derived for exchange survives when correlation is included.

**The compensation charge matters too.** Here \(q_d=0.723\), so the soft 3d function holds only 0.277 of an electron. If the uncompensated soft density is used as \(\gamma\), with the uncompensated soft valence density in the kernel, the integral drops to 0.119 eV and \(S\) to 1.06 at \(N=0.5\). The enhancement has almost disappeared because this \(\gamma\) is not normalized: a shape carrying a fraction \(p\) of an electron multiplies \(I\) by \(p^2\) at fixed form and kernel, and \(0.277^2=0.077\).

## Two repairs

**Partial core.** The core density is kept as it is beyond 0.8 bohr and continued inside by an even polynomial \(c_0+c_1r^2+c_2r^4\), matched in value and in two derivatives. Added to \(\tilde n_v\), it gives \(I=0.810\) eV, 4.5% below the all-electron value. The effect on \(S\) follows from

\[
\frac{S'-S}{S}=\frac{1-NI}{1-NI'}-1=\frac{N(I'-I)}{1-NI'}\approx(S-1)\,\frac{I'-I}{I},
\]

where the last form holds to first order in \(I'-I\) and uses \(NI/(1-NI)=S-1\). A small relative error in \(I\) is therefore reduced when \(S<2\) and amplified when \(S>2\). For a finite error with \(NI'<1\) the exact factor is \(NI/(1-NI')\), which exceeds 1 when \(N(I+I')>1\). The tempting value shows the difference: at \(N=0.5\), where \(S=1.74\), its 70% error in \(I\) becomes a 106% error in \(S\). For \(N=0.5\), \(S'=1.68\) lies 3.2% below 1.74. For \(N=0.8\), \(S'=2.84\) lies 8.7% below 3.11.

The remaining error depends on the construction, that is on \(r_c\), the partial-core radius and the shape of \(\hat g\), so the 4.5% belongs to this particular choice. With the exponent 3 in \(\hat g\) replaced by 2, 4 or 6, the integral is 0.802, 0.834 or 0.917 eV, so even the sign of the error can change. The partial-core radius is held at 0.8 bohr throughout, and \(r_c\) is now varied with the exponent 3. With \(r_c=1.8\), 2.0 and 2.2 bohr the integral is 0.829, 0.810 and 0.791 eV. A quantity that belongs to the atom should not depend on \(r_c\), so this drift shows that the repair is approximate.

**On-site correction.** PAW adds, inside the sphere, the difference between the all-electron and the soft integrand:

\[
I_{\rm PAW}=I_{\rm soft}(\text{all space})+\left[I_{\rm AE}-I_{\rm soft}\right]_{r<r_c}
=I_{\rm AE}(r<r_c)+I_{\rm soft}(r>r_c).
\]

The soft contribution inside the sphere cancels whatever its form, provided the same soft densities are used in both places. Outside, \(\tilde\gamma=\gamma\) by construction. If the soft density also contains the core tail, the kernels agree there as well, and \(I_{\rm PAW}=I\).

This rescues even the poor starting value of the tempting solution. The on-site term is \(-0.592\) eV, and

\[
1.441-0.592=0.849\ \text{eV}.
\]

Since \(\tilde n_v\) has no core, the core tail beyond \(r_c\) is still missing from the kernel. That leaves an excess of \(7\times10^{-4}\) eV, or 0.08% of \(I\). It is small partly because the region outside \(r_c\) supplies only 2.2% of the integral. The enhancements become 1.74 and 3.12, against 1.74 and 3.11 from the all-electron densities.

## How far the result reaches

The size of the 3d shell affects \(I\) directly. Compress all densities uniformly, so that \(\gamma\to\lambda^3\gamma(\lambda r)\) and \(n\to\lambda^3n(\lambda r)\). In the exchange part, \(\gamma^2\) brings \(\lambda^6\), \(n^{-2/3}\) brings \(\lambda^{-2}\) and the volume element brings \(\lambda^{-3}\), so \(I_x\to\lambda I_x\). At the exchange level, uniform compression therefore raises the Stoner integral in proportion to \(\lambda\).

The configuration matters as well. For \(3d^74s^1\) the all-electron integral is 0.747 eV, 12% below the \(3d^64s^2\) value, which gives \(S=1/(1-0.5\times0.747)=1.60\) at \(N=0.5\). This change is larger than the partial-core error at \(r_c=2.0\) bohr. The calculation does not separate how much of it comes from \(\gamma\) and how much from \(n\).

The numbers are thus atomic LSDA estimates. In a solid, neighbouring atoms change the density, above all in the outer part of the atom, and states at the Fermi level need not be purely 3d. The trial form \(m=M\gamma\) also forbids spin polarization of the core and any other change in the shape of \(m\). In the atom, letting all orbitals relax self-consistently at \(M=0.04\) raises the 3d splitting per moment to 0.886 eV, 4.5% above the frozen value and as large as the partial-core error. Used in the Stoner formula, it would raise \(S\) at \(N=0.8\) from 3.11 to 3.44. A full linear-response calculation determines that shape self-consistently. The density entering its xc kernel needs the same care, because the kernel remains a nonlinear function of the total density.

## Computed results

```
Total energy, 3d6 4s2 atom: -1261.08296 Ha
3d and 4s levels: -0.29492, -0.19801 Ha
Virial residual / kinetic energy: -1.4e-11
Largest relative kernel error against libxc: 4.2e-07
Mean 3d radius: 1.1321 bohr
3d norm inside rc = 2.0 bohr: 0.9001
AE Stoner integral I: 0.031177 Ha = 0.8484 eV
Exchange-only I: 0.9944 eV
Correlation contribution to I: -0.1460 eV
Share of I from r < rc: 0.97822
I from level splitting at M = 0.02: 0.8484 eV
I for the 3d7 4s1 atom: 0.7472 eV
Critical N = 1/I (AE): 1.1787 states/(eV spin)
S at N = 0.5: formula 1.7367, energy minimum 1.7367
Field splitting h: 0.002 Ha; moment at minimum: 0.04726 electrons
Partial-core radius: 0.8 bohr
Missing norm of soft 3d, 4s at rc = 2.0: 0.7226, -0.0286
Columns: I in eV, I/I_AE, S at N = 0.5 and 0.8 states/(eV spin)
AE shape, AE density                 0.8484  1.0000    1.737    3.112
AE shape, AE valence density         1.6712  1.9699    6.083 unstable
soft shape, soft valence             0.1192  0.1405    1.063    1.105
soft shape, soft val.+part.core      0.0838  0.0988    1.044    1.072
comp. shape, comp. valence           1.4407  1.6982    3.576 unstable
comp. shape, comp. val.+part.core    0.8100  0.9548    1.681    2.841
comp. shape, AE density              0.8382  0.9881    1.722    3.036
comp. valence + on-site term         0.8490  1.0008    1.738    3.118
On-site term for comp. valence: -0.5916 eV
Core tail lost outside rc: 6.80e-04 eV
Dependence on rc: missing 3d norm, then I (eV) with partial core
rc = 1.8 bohr: 0.6536, soft 0.1262, compensated 0.8288
rc = 2.0 bohr: 0.7226, soft 0.0838, compensated 0.8100
rc = 2.2 bohr: 0.7786, soft 0.0545, compensated 0.7906
```
